# Percent Buried Volume by Monte Carlo: Binomial Error and Exact Overlap

## A sphere inside a sphere

Put a metal atom at the centre of a sphere of radius $R$, and let one ligand atom, drawn as a hard sphere of radius $a=R/2$, lie wholly inside it. The ligand atom fills the fraction $p=(a/R)^3=1/8$ of the large sphere. A point thrown at random into the large sphere, with equal probability for equal volumes, therefore hits the atom with probability $1/8$.

Score a hit as 1 and a miss as 0. The mean score is $1/8$. Since $0^2=0$ and $1^2=1$, the mean squared score is also $1/8$, and the variance of one score is $1/8-1/64=7/64$. The mean of $N$ independent scores has variance $7/(64N)$. For $N=700$ this is $1/6400$, so the standard deviation is $1/80$, one tenth of the fraction being measured.

Only the volume of the atom entered, not its position or its shape. The sizes were chosen for easy arithmetic: an atom with $a=R/2$ that lies wholly inside always covers or touches the centre, so this is a counting example and not a model of a metal-ligand bond. What remains is to define the fraction for a real arrangement of atoms, to produce points that are uniform in volume, and to find a case with partial overlap whose answer is known in closed form.

## Definition and estimator

Let the coordination sphere $B$ have radius $R$, volume $V=4\pi R^3/3$ and its centre at the metal. Ligand atom $j$ is a hard sphere with centre $\mathbf c_j$ and radius $a_j$. If a convention scales the atomic radii, $a_j$ is the radius after scaling. The metal itself is not counted. Define the indicator

$$I(\mathbf x)=\begin{cases}1,&|\mathbf x-\mathbf c_j|\le a_j\text{ for at least one }j,\\0,&\text{otherwise.}\end{cases}$$

The buried fraction and the percent buried volume are

$$p=\frac1V\int_B I(\mathbf x)\,d^3x,\qquad \%V_{\rm bur}=100\,p .$$

A point covered by two atoms counts once, so $p$ measures the union of the atoms. As a steric descriptor of a precursor, $p$ says how much of the space near the metal is occupied. It does not say in which direction: rotating the ligand about the metal leaves $p$ unchanged.

Because $1/V$ is the probability density of a uniform point in $B$, $p$ is the mean of $I$. With $N$ independent points and $K$ hits, the estimator is

$$\hat p=\frac KN=\frac1N\sum_{i=1}^N I(\mathbf x_i).$$

## Points uniform in volume

In spherical coordinates, with $\mu=\cos\theta$, the volume element is $r^2\,dr\,d\mu\,d\phi$. Dividing by $V$ gives a product of three normalised densities:

$$\frac{r^2\,dr\,d\mu\,d\phi}{4\pi R^3/3}=\frac{3r^2\,dr}{R^3}\;\frac{d\mu}{2}\;\frac{d\phi}{2\pi}.$$

The three coordinates can thus be drawn independently. The probability of a radius below $r$ is $\int_0^r 3r'^2dr'/R^3=r^3/R^3$. Setting this equal to a random number $u$, uniform on $(0,1)$, and solving for $r$ gives the first rule below. The other two follow from the constant densities, with further uniform numbers $v$ and $w$:

$$r=R\,u^{1/3},\qquad \cos\theta=2v-1,\qquad \phi=2\pi w .$$

The cube root matters. If $r=Ru$ is used, the radial density is $1/R$ instead of $3r^2/R^3$, and too many points fall near the metal. Let $f(r)$ be the covered fraction of the shell at radius $r$. The correct and the wrong sampler converge to

$$p=\frac{3}{R^3}\int_0^R r^2f(r)\,dr,\qquad p_{\rm wrong}=\frac1R\int_0^R f(r)\,dr .$$

The sign of the bias depends on the geometry. For an atom centred on the origin with $a<R$, the wrong limit is $a/R$, which is larger than $(a/R)^3$. The partial overlap computed below gives a wrong limit that is too small. More points do not remove the bias.

The algorithm is then:

1. Draw $N$ points by the three rules above.
2. For each point, compare $|\mathbf x-\mathbf c_j|^2$ with $a_j^2$, atom by atom, and stop at the first atom that covers it.
3. Count the hits $K$ and report $K/N$ with its standard error.

## The binomial error

For one point, $I^2=I$, so

$$\operatorname{Var}I=\langle I^2\rangle-\langle I\rangle^2=p-p^2=p(1-p).$$

For independent points the variances add, and the factor $1/N$ in $\hat p$ enters squared:

$$\langle\hat p\rangle=p,\qquad \operatorname{Var}\hat p=\frac{N\,p(1-p)}{N^2}=\frac{p(1-p)}N,\qquad \sigma=\sqrt{\frac{p(1-p)}N}.$$

The whole distribution is known too. A given sequence with $k$ hits has probability $p^k(1-p)^{N-k}$, and there are $\binom Nk$ such sequences, so

$$P(K=k)=\binom Nk p^k(1-p)^{N-k}.$$

Neither result refers to the number of atoms or to their overlaps; these act through $p$ alone. The assumptions are a fixed geometry, independent uniform points, and an $N$ chosen beforehand. Points on a regular grid are not independent, and this error formula does not apply to them.

The error relative to $p$ is $\sigma/p=\sqrt{(1-p)/(Np)}$. It grows as $p$ becomes small, although $\sigma$ itself shrinks.

**Estimating the variance.** In practice $p$ is unknown. Since $\langle\hat p^2\rangle=\operatorname{Var}\hat p+p^2$,

$$\langle\hat p(1-\hat p)\rangle=p-p^2-\frac{p(1-p)}N=\frac{N-1}{N}\,p(1-p).$$

Dividing by $N-1$ leaves $p(1-p)/N$. Hence

$$s^2=\frac{\hat p(1-\hat p)}{N-1}$$

is an unbiased estimate of the variance of $\hat p$, and $s$ is the standard error to report.

**Choosing $N$.** Solving the error formula for the number of points gives

$$N=\frac{p(1-p)}{\sigma^2}\le\frac1{4\sigma^2},$$

because $p(1-p)=\tfrac14-(p-\tfrac12)^2$. The bound needs no knowledge of $p$. Ten times smaller error costs a hundred times more points.

## Intervals, and what happens with few hits

When many hits and many misses are expected, $\hat p$ is nearly normally distributed, and $\hat p\pm zs$ with $z\approx1.96$ is an approximate 95 % interval. It breaks down for a nearly empty sphere. If $K=0$, then $s=0$, and the interval claims certainty that $p=0$. For the same reason, a rule that stops sampling as soon as $s$ is small can stop at once on a run of misses.

A better interval keeps the true variance and accepts all $p$ for which $\hat p$ lies within $z$ standard deviations. Its ends satisfy

$$N(\hat p-p)^2=z^2p(1-p).$$

Collecting powers of $p$,

$$(N+z^2)p^2-(2N\hat p+z^2)p+N\hat p^2=0.$$

The discriminant is

$$(2N\hat p+z^2)^2-4(N+z^2)N\hat p^2=z^4+4Nz^2\hat p(1-\hat p),$$

since the terms $4N^2\hat p^2$ cancel. Inserting it in the quadratic formula and dividing numerator and denominator by $2N$ gives the Wilson interval

$$p_\pm=\frac{\hat p+\dfrac{z^2}{2N}\pm z\sqrt{\dfrac{\hat p(1-\hat p)}N+\dfrac{z^2}{4N^2}}}{1+z^2/N}.$$

For $K=0$ the lower end is zero and the upper end is $z^2/(N+z^2)$. With $N=1000$ that is 0.383 %, a sensible statement of what a thousand misses allow.

The coverage, meaning the probability that an interval contains the true $p$, follows from a sum over the binomial distribution. For $p=0.2\,\%$ and $N=1000$ it is 86.4 % for the simple interval and 94.8 % for the Wilson interval. Two hits are expected, but the chance of none is $0.998^{1000}\approx13.5\,\%$. This accounts for nearly all of the 13.6 % of cases that the simple interval misses. The Wilson interval still rests on a normal approximation, so its coverage is close to 95 % here but is not guaranteed to be 95 %.

## The exact overlap of two spheres

Take one atom of radius $a$ at distance $d>0$ from the metal, and choose the polar axis through its centre. The law of cosines says that a point at $(r,\theta)$ is covered if

$$r^2+d^2-2rd\cos\theta\le a^2,\quad\text{that is,}\quad \cos\theta\ge c(r)=\frac{r^2+d^2-a^2}{2rd}.$$

On a shell, $\cos\theta$ is uniform on $[-1,1]$. If $c$ lies in that range, the covered fraction is

$$f(r)=\frac{1-c(r)}2=\frac{2rd-r^2-d^2+a^2}{4rd}=\frac{a^2-(d-r)^2}{4rd}.$$

If $c>1$ the shell is free, and if $c<-1$ it is fully covered. The second case occurs for $r<a-d$, when the atom sphere contains the metal position.

Assume partial overlap, $|R-a|<d<R+a$. Suppose first that $d\ge a$. Shells with $r<d-a$ are free, and all shells from $d-a$ to $R$ are partly covered, because $R<d+a$. Therefore

$$p=\frac3{R^3}\int_{d-a}^R r^2f(r)\,dr=\frac{3}{4dR^3}\int_{d-a}^R r\left[a^2-(d-r)^2\right]dr .$$

For $d<a$ there is a fully covered core of radius $a-d$, which contributes $(a-d)^3/R^3$, and the partly covered shells begin at $a-d$. The last integral still gives the right sum, although its lower limit is now negative. To see this, write the integrand as $r(a^2-d^2-r^2)+2dr^2$. Between $-(a-d)$ and $a-d$ the first term is odd and integrates to zero. The second gives $\tfrac43d(a-d)^3$, and the prefactor $3/(4dR^3)$ turns this into $(a-d)^3/R^3$, the core.

Now put $t=r-d$ and $s_0=R-d$. The integral becomes

$$J=\int_{-a}^{s_0}(d+t)(a^2-t^2)\,dt .$$

The part proportional to $d$ is

$$d\left[a^2t-\frac{t^3}3\right]_{-a}^{s_0}=\frac d3\left(3a^2s_0-s_0^3+2a^3\right)=\frac d3(s_0+a)^2(2a-s_0),$$

where multiplying out the last form confirms the factorisation. The other part is

$$\left[-\frac{(a^2-t^2)^2}4\right]_{-a}^{s_0}=-\frac{(a^2-s_0^2)^2}{4}=-\frac{(s_0+a)^2(a-s_0)^2}4 .$$

Adding them,

$$J=\frac{(s_0+a)^2}{12}\left[4d(2a-s_0)-3(a-s_0)^2\right].$$

With $s_0=R-d$ the bracket is

$$8ad-4dR+4d^2-3(a-R)^2-6d(a-R)-3d^2=d^2+2d(R+a)-3(R-a)^2 .$$

Multiplication by $3/(4dR^3)$ gives the benchmark

$$p=\frac{(R+a-d)^2\left[d^2+2d(R+a)-3(R-a)^2\right]}{16\,d\,R^3}.$$

The formula joins the three cases without partial overlap. At $d=R+a$ the squared factor vanishes and $p=0$, as for all larger $d$. At $d=R-a$, with $a<R$, the first factor is $4a^2$ and the bracket is $4a(R-a)$, so $p=a^3/R^3$, the value for an atom wholly inside. At $d=a-R$, with $a>R$, the factors are $4R^2$ and $4R(a-R)$, so $p=1$: the atom has swallowed the coordination sphere. Outside the partial range these constant values must be used in place of the formula.

## A worked comparison

Take the round model parameters $R=0.350$ nm, $a=0.200$ nm and $d=0.250$ nm. Then $R+a-d=0.300$ nm, and the bracket is $0.0625+0.2750-0.0675=0.2700$ nm². Thus

$$p=\frac{0.0900\times0.2700}{16\times0.250\times0.042875}=0.14169,$$

or 14.169 %. Multiplied by $V=0.179594$ nm³, this is an overlap of 0.025447 nm³. An independent integration over disks perpendicular to the axis agrees to rounding error.

A run with $10^6$ points gives 141441 hits, hence 14.144 % with a standard error of 0.035 percentage points (pp). The deviation from the exact value, $-0.025$ pp, is 0.7 standard errors. The numerical output also lists the estimates from the first $10^3$, $10^4$ and $10^5$ points of this run. All four deviations are negative, but they are not four independent results. The estimates from the first $n$ and from all $N$ points share $n$ scores, so their covariance is $n\,p(1-p)/(nN)=p(1-p)/N$. Division by the two standard deviations gives a correlation of $\sqrt{n/N}$, about 0.32 for a factor of ten.

One run cannot verify an error formula; many runs can. Over 4000 runs of 500 points, the estimates scatter by 1.562 pp, against a predicted 1.560 pp. For a standard error of 1 pp the planning formula asks for 1217 points, and 1000 such runs scatter by 0.977 pp. For nearly normal data, a standard deviation found from $M$ runs has a relative uncertainty of about $1/\sqrt{2M}$, here 2.2 %, so the shortfall of 2.3 % is unremarkable. A standard error of 0.1 pp needs 121615 points, or 250000 if nothing is known about $p$.

The wrong rule $r=Ru$ converges to 13.205 % in this geometry. Its bias of $-0.964$ pp is more than twenty-five times the standard error at $10^6$ points, so a small reported error would give no warning.

## Several atoms

The two-sphere formula does not extend to a ligand by addition. Let $m(\mathbf x)$ be the number of atoms covering a point. The sum of the single-atom fractions is the mean of $m$, whereas $p$ is the mean of $I$, which is 1 wherever $m\ge1$. The sum exceeds $p$ by the mean of $m-I$, which counts every covering after the first.

Consider a model ligand with a donor sphere of radius 0.210 nm at $z=0.230$ nm. Three substituent spheres of radius 0.200 nm lie at $z=0.290$ nm, 0.170 nm off the axis and 120° apart. The donor alone buries 17.372 % and each substituent alone 8.235 %, which add up to 42.08 %. The union is 24.38 %, found deterministically by adding the covered lengths on closely spaced parallel lines. A buried point is thus covered by $42.08/24.38\approx1.7$ atoms on average. Monte Carlo with $10^6$ points gives 24.395 % with a standard error of 0.043 pp, in agreement with the union, and needed no change to the algorithm or to its error formula.

## What the error bar leaves out

The binomial error describes the sampling of a given set of spheres. It contains nothing about the choice of $R$, the atomic radii or the molecular geometry.

The effect of a radius can be estimated directly. Increasing $a$ by $\delta a$ adds a layer of that thickness on the part of the atom's surface inside the coordination sphere, of area $A$, so $\delta p\approx A\,\delta a/V$. Let $\beta$ be the angle at the atom's centre, measured from the outward direction. A surface point lies inside if $d^2+a^2+2ad\cos\beta\le R^2$. In the single-atom example this means $\cos\beta\le0.2$, so $A=2\pi a^2(1+0.2)=0.302$ nm². A radius larger by 1 %, $\delta a=0.002$ nm, then gives $\delta p\approx0.34$ pp. The exact formula gives 0.338 pp.

This is about ten times the sampling error at $10^6$ points. Setting $\sigma=0.338$ pp in the planning formula shows that about $1.1\times10^4$ points already bring the sampling error down to the size of this shift. Further points sharpen the answer for the chosen spheres, which is useful when ligands are compared under one convention, but they do not make the choice of spheres more certain.

## Values computed for the example and the checks

```
coordination sphere radius R = 0.350 nm
atom radius a = 0.200 nm, distance d = 0.250 nm
coordination sphere volume = 0.179594 nm^3
exact overlap volume = 0.025447 nm^3
exact buried volume = 14.1691 %
disk-integral buried volume = 14.1691 %
largest formula-disk gap, 9 geometries = 1.1e-16
Monte Carlo, nested samples (pp = percentage points):
 N=1000: hits 140, estimate 14.000 %, std error 1.098 pp, deviation -0.169 pp
 N=10000: hits 1403, estimate 14.030 %, std error 0.347 pp, deviation -0.139 pp
 N=100000: hits 14068, estimate 14.068 %, std error 0.110 pp, deviation -0.101 pp
 N=1000000: hits 141441, estimate 14.144 %, std error 0.035 pp, deviation -0.025 pp
wrong sampler r=R*u: limit 13.205 %, Monte Carlo 13.196 %
4000 runs of N=500: observed spread 1.562 pp, predicted 1.560 pp
largest gap of cumulative hit distribution = 0.0121
N for 1 pp std error = 1217, observed 0.977 pp
N for 0.1 pp std error = 121615, worst case p=1/2: 250000
95 % interval at N=1000: simple 11.85 to 16.15 %, Wilson 11.99 to 16.29 %
coverage at N=1000, example p: simple 94.8 %, Wilson 94.9 %
coverage at N=1000, p = 0.2 %: simple 86.4 %, Wilson 94.8 %
Wilson upper end for 0 hits in 1000 = 0.383 %
ligand donor: z = 0.230 nm, radius 0.210 nm
ligand substituents (3, at 120 degrees): z = 0.290 nm, off-axis 0.170 nm, radius 0.200 nm
donor alone = 17.372 %, one substituent alone = 8.235 %
sum of four single overlaps = 42.078 %
union by parallel lines = 24.383 %
union by Monte Carlo, N=1000000 = 24.395 %, std error 0.043 pp
one atom, radius +1 %: buried volume changes +0.338 pp
exact-p sampling error at N=1000000 = 0.0349 pp
```
